How negative ions shift ionization in a capacitive discharge

**Definitions and the model**

A capacitive discharge fills the gap 0 < x < L between two plane electrodes. Electrons have charge −e, mass m, density n, mean velocity u along x, and flux Γ = nu. Their temperature T is in eV, so their pressure is p = enT. The current density is J = J₀ cos ωt, positive along +x. When J > 0, electrons move left and the sheath at the left electrode, x = 0, collapses; when J < 0 it expands. Positive and negative ions have densities n₊ and n₋, and α = n₋/n. Ions do not respond within one RF period.

The model isolates one difference between argon and CF4, the presence of negative ions. The current amplitude, the positive-ion profile and the electron collision rules are held fixed while negative ions are added. In the quasineutral plasma

n = n₊ − n₋, hence n = n₊/(1 + α).

At fixed n₊, every negative ion replaces an electron.

**Why electrons are depleted, and where**

Suppose that electrons attach at frequency ν_att, and that negative ions disappear by recombination with positive ions at coefficient k. Neglecting transport and detachment,

dn₋/dt = ν_att n − k n₊n₋.

In steady state ν_att n = k n₊n₋. Division by k n₊n gives

α = ν_att/(k n₊).

Attachment thus wins over a slow loss. Inserting n = n₊ − n₋ in the rate equation shows that n₋ relaxes at the rate ν_att + k n₊. For k = 5×10⁻¹³ m³/s, n₊ = 3×10¹⁵ m⁻³ and ν_att = 1.05×10⁴ s⁻¹, the ratio is α = 7 and the relaxation takes about 1130 periods at 13.56 MHz. Here ν_att is chosen to give α = 7; it is not a measured value for CF4, where attachment can be tens of times faster. Even then the relaxation takes tens of periods, which justifies an ion profile that is static over one period.

The sheath fields keep negative ions, like electrons, away from the electrodes. The model places the negative ions in the core and leaves the edges electropositive; this profile is imposed, not derived. The electron density is then low in the core, rises to a peak near each sheath, and falls again towards the electrode. Argon has no such edge peak: its electron density decreases from the midplane outwards.

**The field that carries the current**

If collisions remove momentum at a constant frequency ν, the electron momentum balance is

m[∂Γ/∂t + ∂(Γu)/∂x] = −enE − ∂p/∂x − mνnu.

Solve for E, and use p = enT, so that (1/en)∂p/∂x = T ∂(ln n)/∂x + ∂T/∂x:

E = −(mν/e)u − T ∂(ln n)/∂x − ∂T/∂x − (m/en)[∂Γ/∂t + ∂(Γu)/∂x].

The first term is the drift field and the second is the ambipolar field. The others come from temperature gradients and inertia.

Where displacement current is small, J = −enu, so u = −J/(en). The drift field becomes

E_d = mνJ/(e²n).

At fixed J, ν and n₊, depletion multiplies it by 1 + α. The heating per volume is JE_d = mνJ²/(e²n), proportional to 1/n. Division by n gives a heating per electron proportional to 1/n².

More heating per electron does not by itself imply more ionization per volume, since fewer electrons are left to ionize. Let K(E) be the ionization frequency of one electron, taken to depend on the local field, and let R = nK(E) be the volume rate. At fixed current E = C/n with constant C, so dE/dn = −E/n and

dR/dn = K + n(dK/dE)(−E/n) = K[1 − d(ln K)/d(ln E)].

Depletion raises R if the logarithmic slope of K exceeds one. Near threshold, where ionization depends on a sparse energetic tail, the slope is usually well above one. At very high fields K flattens and the argument fails. The local assumption is also crude in a narrow gap, because electrons carry energy from the core to the edges. In the worked example below, a uniform field of the same amplitude would give several times the core ionization frequency found in the depleted case at full current, and more than ten times that found at half current. The criterion is therefore a guide to the trend, not to the rate.

**Why the ambipolar power reverses phase**

The field does work on an electron at the rate −eEu in joules per second, which is −uE in eV/s. For the ambipolar field this is

P_a = uT ∂(ln n)/∂x.

Consider the left side of the gap. In argon n rises away from the electrode, so ∂n/∂x > 0. Then P_a is positive for u > 0, while the left sheath expands, and negative during collapse. At expansion the drift and ambipolar forces both push electrons into the plasma; at collapse they oppose each other.

In the electronegative case take the inner flank of the edge peak, where density falls from the peak into the core. Now ∂n/∂x < 0, and P_a is positive for u < 0, while the left sheath collapses. The ambipolar field points along +x and pushes electrons towards the electrode. During collapse the drift field also points along +x, so the two forces add. During expansion they oppose each other. The ambipolar field need not change sign in time; the flow and the drift field do.

The ambipolar field is not a lasting energy source in the simplest limit. Its work per volume is eΓT ∂(ln n)/∂x. If n is static, T is constant and the mean electron flux is negligible, the average over a cycle vanishes. Net work at a given place requires modulation of temperature or density. Density modulation alone only shifts energy from place to place. If T is uniform and constant, and no electrons are created or cross the boundaries, continuity turns the integral of Γ ∂(ln n)/∂x over the gap into that of ln n ∂n/∂t. This is the time derivative of the integral of n ln n − n, so it averages to zero over a cycle. The ambipolar field thus redistributes the energy gain in space and time. Where ionization follows also depends on the energetic electrons that the flow brings from elsewhere. The drift term, proportional to u², heats in both half-cycles.

**A worked example**

Take L = 20 mm, a pressure of 50 Pa (0.375 Torr), a frequency of 13.56 MHz and ν = 1.5×10⁹ s⁻¹. The imposed positive-ion profile is

n₊ = (3×10¹⁵ m⁻³)[0.2 + 0.8 sin(πx/L)].

Negative ions fill the core and vanish smoothly around 6 mm from each electrode. Three cases are compared: A has α = 0 and J₀ = 20 A/m²; B has α = 7 in the core and the same current; C has α = 7 and J₀ = 10 A/m².

An electron particle simulation with random isotropic collisions obtains the field from Gauss's law, without using the momentum balance above. Excitation costs 12 eV and ionization 16 eV. Ionization is counted, but no new electrons are added. The field rebuilt from the simulated moments agrees with the simulated field within 6% of its root-mean-square value, in the core (8–12 mm) and in the flank (5–7 mm), for all three cases.

At the midplane of case B, n = 3×10¹⁵/8 = 3.75×10¹⁴ m⁻³. Quasineutrality is less exact at the border of the core: between 7 and 8 mm the simulated density exceeds n₊ − n₋ by about 15%. The drift amplitude is then

E_d = (9.11×10⁻³¹ × 1.5×10⁹ × 20)/[(1.602×10⁻¹⁹)² × 3.75×10¹⁴] ≈ 2.8 kV/m.

The simulated core field is 2.97 kV/m, against 0.36 kV/m in case A. The ratio is 8.3, close to 1 + α = 8.

The drift speed is J₀/(en) ≈ 3.3×10⁵ m/s, so the cycle-averaged drift heating in the core of B is about ½ × 3.3×10⁵ × 2850 ≈ 4.7×10⁸ eV/s, or 0.47 eV/ns per electron. In A both field and speed are eight times smaller, and the heating is about 64 times smaller.

In the flank, the ambipolar power per electron around peak current is:

• A: −0.010 eV/ns at collapse, +0.009 eV/ns at expansion.
• B: +0.184 eV/ns at collapse, −0.153 eV/ns at expansion.

The predicted reversal is present, but the magnitudes in B are rough. Positions and velocities are recorded half a time step apart, which biases the mean velocity where the density is steep. A shorter step with the opposite offset gives +0.28 eV/ns at collapse and −0.11 eV/ns at expansion. The sampled drift power in the flank of B at collapse, 0.062 eV/ns, has the same bias. With positions and velocities sampled at the same instant it is about 0.10 eV/ns, still smaller than the ambipolar power of about 0.24 eV/ns found in the same way. The core is hotter than the edge, so the temperature-gradient field does negative work at collapse and offsets roughly a third of the ambipolar power. The ambipolar field there is about 2.15 kV/m; across the 2 mm flank it supplies roughly 4 eV, comparable with the core temperature of 3.7 eV.

The printed cycle averages of the ambipolar power, −0.002 eV/ns in B and −0.018 eV/ns in C, should not be read as net cooling. The same sampling bias is larger than these averages and can change their sign. They are also averages per electron, not weighted by density, so they differ from the net work per volume when the density is modulated. The simulation therefore confirms that the power changes sign between the half-cycles, but not how completely the two parts cancel.

**Where ionization goes**

Divide ionization into the core (here 7–13 mm), the edges while the adjacent sheath collapses, and the edges while it expands. The shares are:

• A: core 0.41, collapse 0.10, expansion 0.49.
• B: core 0.32, collapse 0.65, expansion 0.03.
• C: core 0.12, collapse 0.81, expansion 0.07.

The shares in A rest on few energetic particles and move by about 0.1 with particle number and averaging time; those in B and C move by up to about 0.05 when the time step is changed as well. The dominant edge phase changes from expansion to collapse, well beyond this uncertainty, and it stays at collapse when the current is halved. The main reason is that the flow at collapse carries hot core electrons into the dense edge peak. In B, about 99% of the electrons above 16 eV found within 7 mm of the collapsing electrode began that half-period farther away. On average the field did about 13 eV of work on them beyond 7 mm and about 3 eV within it. The ambipolar field in the flank therefore adds to the energy gained in the core, but does not supply most of it.

The statement that ionization moves into the bulk needs more care. At equal current, the rate per volume between 8 and 12 mm rises from 2.4×10¹⁹ to 5.5×10²⁰ m⁻³ s⁻¹, a factor of 23, although the electron density falls eightfold. The rate per core electron rises about 180 times. Both factors are rough. Ionization in A is so rare that particle noise changes them by about 30%, and the rates also depend on the time step: a step one third shorter, with better centred collisions, raises the core rate per electron in B and C by a factor of roughly 1.4 to 1.8, depending on the scheme and on particle noise. Yet the core's share of all ionization does not clearly change: the difference between A and B is within the numerical uncertainty, because the collapsing edges gain strongly too. What does move inward is the ionization frequency per electron: relative to the gap average it is 0.8 in the core of A and 2.2 in the core of B (about 2.5 with the shorter, centred step). In C it is 0.6, so this part of the effect needs a strong drift field.

Nor does ionization at expansion disappear. Dividing the core rate per volume by the core share gives a rough measure of total ionization, which rises about 29 times from A to B; the gap-mean rates times the numbers of electrons give about 35, and the shorter, centred step about 25. The expansion contribution then changes by about 29 × 0.032/0.494 ≈ 2, or by 1.5 to 2.2 across these estimates. It is overtaken rather than suppressed.

**Relation to real discharges, and limits**

The pressure, gap and frequency lie in the range of laboratory and processing reactors, but the cases are not full models of argon and CF4. Both gases have strongly energy-dependent momentum transfer, and CF4 has strong vibrational losses that are omitted here. At fixed n and J, doubling ν doubles the drift field. Reducing the pressure to 5 Pa, with ν proportional to pressure, would lower the resistive core field of B from 2.8 to about 0.28 kV/m. The drift term then no longer accounts for the core field: the simulated component in phase with the current is about 0.7 kV/m, so the other terms of the momentum balance supply more than half of it. The lower resistive field alone would not cool the core, because at fixed current the drift energy gained per collision stays the same. But electrons then travel farther between collisions and carry energy out of the core. In this model the core ionization frequency relative to the gap average falls from above 2 to between 0.7 and 0.8, so the bulk effect is lost. Edge ionization still occurs mainly at collapse, by roughly two to one.

An important inconsistency is the imposed density. In B, core ionization amounts to more than 0.1 events per electron and period, more than 100 times the attachment frequency chosen above. For CF4 that frequency is too low: a cross section that peaks at about 1.6×10⁻²² m² near 7 eV gives, for Maxwellian electrons at 3–4 eV, roughly 5×10⁵ s⁻¹ at this pressure. Core ionization in B still exceeds this estimate by a factor of about three to four, so the imposed electron density is not self-consistent. The reduced field points the same way. Its peak in B is 246 Td, an effective value (peak divided by √2) of 174 Td, above the roughly 140 Td at which ionization and attachment balance in CF4 in a steady uniform field. Case C errs on the other side: its effective field is 87 Td, and its core ionization is well below the CF4 attachment estimate. The phase reversal survives there; the excess ionization frequency in the core does not. The absolute ionization rates of B should not be used as predictions.

The imposed negative-ion profile is not maintained by the model's own field either. In B the cycle-averaged field in the flank is roughly 1 kV/m and pushes negative ions out of the core. With a low-field mobility of about 0.4 m²/(V s), estimated for F⁻ in CF4 at this pressure, they would cross the 2 mm flank in less than 100 RF periods. This is much sooner than they are renewed at the attachment frequency chosen above; with the larger estimate for CF4 the two times are of the same order. The profile can be treated as static over one period, but a full model must let the ions move and find their own distribution.

Other neglected effects are smaller or conditional. Displacement current in the core of B is 11% of the total, but is nearly a quarter-period out of phase with conduction; the in-phase conduction current is within 3% of J₀. A negative ion of 19 atomic mass units swings by 2 μm, far less than the flank width. Particle noise in the simulation can refill the energetic tail, which could raise the core share in A; its size was not determined.

Secondary electrons can change the mode altogether. With a yield of 0.1 per ion, and with all the energy of the peak gap voltage spent at 16 eV per ionization, they could themselves cause at most about 0.7 ionizations per arriving ion in A or B, if later heating by the RF field is ignored. Electrons freed inside the sheath are accelerated as well and can add to this number. The possible multiplication grows with voltage, so at high voltage ionization by secondaries may again favour the expanded sheath.

The comparison also holds current fixed, whereas reactors often regulate voltage or power. Here the peak voltages of A and B happen to be similar, 109 and 117 V. Within this model, without secondary electrons, what matters is how strongly a change of gas depletes the core electrons at the current that the circuit then delivers. With the profiles used here, depletion reverses the mean density gradient across the flank once α exceeds about 0.23. This alone does not reverse the ionization phase: at α = 0.5 and J₀ = 20 A/m² the ambipolar power has changed sign, but edge ionization still occurs mainly at expansion. The reversal of ionization needs stronger depletion; with α = 7 it is found at both 50 Pa and 5 Pa. The excess of ionization per core electron needs, in addition, a strong drift field and frequent collisions. Attachment without strong depletion is not sufficient for either effect. The numerical output below gives the remaining values.

Numbers as computed

```
Frequency 13.56 MHz, gap 20 mm
Pressure 50 Pa = 0.375 Torr, gas 300 K
Positive ions at midplane 3.00e+15 m^-3
Collision frequency 1.50e+09 s^-1, nu/omega 17.6
Thresholds: excitation 12 eV, ionization 16 eV
Collision shares above threshold: 0.2, 0.1
alpha from time integration 7.000
Recombination coefficient 5.0e-13 m^3/s
Attachment frequency implied 1.05e+04 s^-1
Negative-ion relaxation time 1130 RF periods
Zones: core 8-12 mm, flank 5-7 mm from left electrode
Case A: alpha 0, current amplitude 20 A/m^2
 core n_e 3.00e+15 m^-3, T 2.39 eV
 core field: simulated 357, drift 360 V/m
 core conduction current 20.01 A/m^2
 momentum-balance error: core 4.0 %, flank 5.6 %
 flank ambipolar field at collapse -215 V/m
 flank drift power at collapse 0.0182 eV/ns
 flank ambipolar power: collapse -0.0098, expansion 0.0089, mean -0.0006 eV/ns
 ionization shares: core(7-13 mm) 0.405, edge collapse 0.101, edge expansion 0.494
 share while nearer sheath expands 0.786
 ionization/electron: core 8.01e+03, gap mean 1.01e+04 s^-1
 core ionization per volume 2.37e+19 m^-3 s^-1
 peak gap voltage 109 V
Case B: alpha 7, current amplitude 20 A/m^2
 core n_e 3.75e+14 m^-3, T 3.71 eV
 core field: simulated 2969, drift 2849 V/m
 core conduction current 19.48 A/m^2
 momentum-balance error: core 2.1 %, flank 2.2 %
 flank ambipolar field at collapse 2153 V/m
 flank drift power at collapse 0.0621 eV/ns
 flank ambipolar power: collapse 0.1844, expansion -0.1531, mean -0.0018 eV/ns
 ionization shares: core(7-13 mm) 0.319, edge collapse 0.649, edge expansion 0.032
 share while nearer sheath expands 0.062
 ionization/electron: core 1.45e+06, gap mean 6.53e+05 s^-1
 core ionization per volume 5.48e+20 m^-3 s^-1
 peak gap voltage 117 V
Case C: alpha 7, current amplitude 10 A/m^2
 core n_e 3.75e+14 m^-3, T 2.97 eV
 core field: simulated 1479, drift 1424 V/m
 core conduction current 9.63 A/m^2
 momentum-balance error: core 3.2 %, flank 2.9 %
 flank ambipolar field at collapse 1592 V/m
 flank drift power at collapse 0.0107 eV/ns
 flank ambipolar power: collapse 0.0541, expansion -0.0807, mean -0.0176 eV/ns
 ionization shares: core(7-13 mm) 0.123, edge collapse 0.812, edge expansion 0.065
 share while nearer sheath expands 0.072
 ionization/electron: core 2.89e+04, gap mean 5.05e+04 s^-1
 core ionization per volume 1.09e+19 m^-3 s^-1
 peak gap voltage 45 V
Core field ratio B/A 8.32
Reduced core field, B 246 Td
Displacement/total current, B core 0.112
RF swing of a 19 u negative ion, B 2.08 um
Core ionizations per electron and period: B 0.107, C 0.0021
Core ionization/attachment frequency: B 138.1, C 2.7
Secondary-electron bound (yield 0.1), ionizations per ion: A 0.68, B 0.73
```
